# Why a step-edge barrier makes a flat growing surface form mounds

## What goes wrong, and when

A grower who treats roughness as deposition noise will expect a well-oriented flat substrate to be the safe choice and more adatom diffusion to be the cure. With an Ehrlich-Schwoebel barrier at the step edges, both expectations can fail. The barrier hinders an adatom from descending a step, and the resulting imbalance moves material uphill on average. Long, shallow undulations then grow with film thickness instead of healing, and faster diffusion on the terraces does not by itself remove the cause.

The central relation is

$$
J=\alpha m,\qquad \alpha>0,
$$

where $m=\partial h/\partial x$ is the small local slope, averaged over many terraces, and $J$ is the adatom current, positive towards $+x$. A positive product $Jm$ means uphill transport. The relation holds under conditions:

- The surface is singular, meaning that its mean orientation is a flat facet, and island nucleation keeps the terraces at a finite width.
- Climbing and descending terraces have the same distribution of widths.
- The barrier outweighs any process that carries atoms downhill.
- The slope is small. Once steep mounds exist, the relation no longer describes them.

The model below is one-dimensional. Lengths are counted in lattice sites and heights in monolayers (ML), so one step has height 1. The deposition rate $F$ is in ML/s. These units are more natural here than atomic units, because the result depends on counts of sites and steps.

## Capture on one terrace

Consider a terrace of $l$ sites between an ascending step and a descending step. Number its sites $x=1,\dots,l$ from the foot of the ascending step. An adatom tries hops to the left and right with equal probability. It stops at $x=1$, where it touches the ascending step. From $x=l$, a hop over the descending edge succeeds with probability

$$
p=e^{-E/kT},
$$

where $E$ is the extra barrier at the edge; otherwise the atom stays where it is. After a successful crossing it sits at the foot of the step it has just descended, and it stops there. Adatoms are assumed to be dilute, so that most of them meet a step before they meet each other.

Let $q(x)$ be the probability that an atom landing at $x$ leaves downwards. Between the ends, the first hop gives $q(x)=\tfrac12q(x-1)+\tfrac12q(x+1)$, so $q$ is linear. Since $q(1)=0$, we have $q(x)=c(x-1)$. At the descending edge,

$$
q(l)=\tfrac12q(l-1)+\tfrac12\left[p+(1-p)q(l)\right].
$$

Multiplying by 2 and collecting terms gives

$$
q(l)-q(l-1)=p\,[1-q(l)].
$$

The left side is $c$ and $q(l)=c(l-1)$, hence

$$
c=p[1-c(l-1)]\quad\Rightarrow\quad c=\frac{1}{1/p+l-1}.
$$

With the barrier length $\ell=1/p-1$ this becomes

$$
q(x)=\frac{x-1}{l+\ell}.
$$

The barrier acts as if the descending step had been moved away by $\ell$ extra sites.

The uphill displacement is $x-1$ if the atom ends at the ascending step, and $-(l+1-x)$ if it descends. Its mean is

$$
\begin{aligned}
u(x)&=(1-q)(x-1)-q(l+1-x)\\
&=(x-1)-ql=(x-1)\frac{\ell}{l+\ell}.
\end{aligned}
$$

Deposition is uniform, so the landing sites are summed with equal weight. Because $\sum_{x=1}^{l}(x-1)=l(l-1)/2$,

$$
S(l)=\sum_{x=1}^{l}u(x)=\frac{\ell\,l(l-1)}{2(l+\ell)}.
$$

Two limits show what controls $S$. For a strong barrier, $\ell\gg l$, it tends to $l(l-1)/2$: practically every atom goes to the ascending step, and the terrace width sets the transport. For a weak barrier, $\ell\ll l$, it is about $\ell(l-1)/2$, proportional to the barrier length.

For $p=1$, $\ell=0$ and $S=0$. This has a more general reason. Without a barrier, each hop goes left or right with equal probability, and the rule for stopping does not look ahead. The mean displacement is then zero on any arrangement of steps. Diffusion spreads atoms, but it gives them no preferred direction; the refused hops at descending edges do.

The displacement, not the share of atoms captured by each step, is the quantity to watch. The mean share that descends is $(l-1)/[2(l+\ell)]$. For $l=20$ without a barrier it is 0.475, not one half, because atoms that land at $x=1$ stop at once. The current is nevertheless zero.

## Why the current is proportional to slope

An adatom knows nothing about the mean slope. It sees the two steps that bound its terrace. The proportionality comes from counting terraces.

On an island top both edges descend, and on a valley floor both ascend. In either case, reflection about the centre of the terrace turns a landing site $x$ into $l+1-x$ and reverses the mean displacement. The sum over the terrace is zero. A net contribution therefore comes from terraces that have one edge of each kind.

Going towards $+x$, give each step a sign $s_k=+1$ if it goes up and $-1$ if it goes down. Terrace $k$ lies between steps $k$ and $k+1$. Define

$$
\tau_k=\frac{s_k+s_{k+1}}{2}.
$$

This is $+1$ on a terrace that climbs towards $+x$, $-1$ on one that descends towards $+x$, and 0 on a top or a valley floor. The summed displacement towards $+x$ is thus $\tau_kS(l_k)$.

An atom displaced by $u$ sites makes $u$ net crossings of links between neighbouring sites. Averaging the crossings over all $L$ links of a periodic sample gives

$$
J=\frac{F}{L}\sum_k\tau_kS(l_k).
$$

In the sum of $\tau_k$ every step appears twice with weight one half. Consequently

$$
\sum_k\tau_k=\sum_ks_k=mL,
$$

because the sum of the step signs is the total height gained. The surplus of climbing over descending terraces is fixed by the slope, whatever the order of the steps. If all widths are equal,

$$
J=FS(l)\,m.
$$

If the widths vary but are statistically independent of the step signs, averaging over them replaces $S(l)$ by its mean:

$$
J=\alpha m,\qquad \alpha=F\langle S\rangle .
$$

The relation is also local. In a stretch of surface that contains many steps, the sum of $\tau_k$ differs from the sum of the step signs by the half-weights of the end steps. For a slowly varying slope, $J(x)=\alpha m(x)$.

Independence of width and sign matters for the coefficient. Let there be $N_\pm$ terraces with $\tau=\pm1$, with mean displacements $S_\pm$. Then

$$
\begin{aligned}
J=\frac{F}{L}\Big[&(N_+-N_-)\frac{S_++S_-}{2}\\
&+(N_++N_-)\frac{S_+-S_-}{2}\Big].
\end{aligned}
$$

The first term is $Fm(S_++S_-)/2$. Reflection of the surface exchanges $S_+$ and $S_-$, so their difference is odd in $m$ and can also be linear. If climbing terraces become narrower than descending ones when $m$ increases, the second term reduces $\alpha$. Unless up and down steps strictly alternate, $N_++N_-$ stays finite at $m=0$ while $N_+-N_-$ vanishes. The difference in width that cancels the first term is then proportional to the slope. For randomly ordered steps and the parameters used below, it is about 2 of 20 sites at $m=0.0025$ and roughly 9 of 20 at $m=0.01$. A larger difference reverses the current. For a given material, both the sign and the size of $\alpha$ therefore depend on the actual terrace statistics.

## From uphill current to mounds

Atoms are conserved, without desorption or voids, so

$$
\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial x}.
$$

At a crest the slope changes from positive to negative. Uphill currents arrive from both sides and the crest gains atoms. A valley loses them for the same reason.

Short undulations are assumed to be smoothed by a further current $K\,\partial^2m/\partial x^2$ with $K>0$. Its strength is an input here. The height equation becomes

$$
\frac{\partial h}{\partial t}=F-\alpha\frac{\partial^2h}{\partial x^2}-K\frac{\partial^4h}{\partial x^4}.
$$

Insert $h=Ft+Ae^{\sigma t}\cos kx$. The second derivative brings a factor $-k^2$ and the fourth a factor $k^4$, so

$$
\sigma(k)=\alpha k^2-Kk^4 .
$$

The mode grows if $k^2<\alpha/K$, that is, if its wavelength exceeds

$$
\lambda_c=2\pi\sqrt{K/\alpha}.
$$

The maximum follows from $2\alpha k-4Kk^3=0$, or $k^2=\alpha/(2K)$:

$$
\lambda_{\max}=2\pi\sqrt{\frac{2K}{\alpha}},\qquad
\sigma_{\max}=\frac{\alpha^2}{2K}-\frac{\alpha^2}{4K}=\frac{\alpha^2}{4K}.
$$

This is the linear stage. It predicts which undulations emerge and how fast, but neither the final mound shape nor later coarsening.

## How large the effect is

Take round model parameters: $E=0.10$ eV, $T=300$ K, $l=20$ sites, $F=0.1$ ML/s and $K=10^4$ sites$^4$/s. With $kT=0.02585$ eV,

$$
p=e^{-0.10/0.02585}=0.0209,\qquad \ell=\frac1p-1=46.85 .
$$

The share of atoms that descend falls from 0.475 without the barrier to 0.142 with it. The summed displacement is

$$
S=\frac{46.85\times20\times19}{2(20+46.85)}=133.2\ \text{sites}^2,
$$

which is 70% of the strong-barrier limit of 190. Hence $\alpha=0.1\times133.2=13.3$ sites$^2$/s.

The current was also computed by solving the random walk on whole surfaces with randomly ordered steps. At slopes of 0.0025, 0.005 and 0.01 ML/site it is 0.0333, 0.0666 and 0.1332 ML site/s, in agreement with $\alpha m$. For widths spread evenly from 10 to 30 sites, the walks give a mean $S$ of $139.5\pm2.6$ sites$^2$ (standard error), against 139.7 from the formula. This exceeds the value for $l=20$, although the mean width is the same, because $S(l)$ curves upwards: a terrace wider than the mean adds more than an equally narrower one takes away.

For the instability,

$$
\lambda_c=2\pi\sqrt{\frac{10^4}{13.3}}\approx172\ \text{sites},\qquad
\lambda_{\max}\approx244\ \text{sites},
$$

$$
\sigma_{\max}=\frac{(13.3)^2}{4\times10^4}\approx0.0044\ \text{s}^{-1}.
$$

The amplitude grows by a factor $e$ in about 226 s, during which 23 ML are deposited. A tenfold increase takes $\ln10\approx2.3$ times as much, about 52 ML. A film of a few layers can thus look smooth under conditions that spoil a thicker one. The linear stage has limited room, however: terraces of 20 sites allow slopes of at most 1/20, which at $\lambda_{\max}$ corresponds to an amplitude of about 1.9 ML. A tenfold increase within this stage would have to start below about 0.2 ML. The random arrival of atoms rules this out in the example. Added to the linear equation, it gives a flat start a root-mean-square height of about 0.2 ML after 2 ML and 0.8 ML after 23 ML, and it reaches the slope limit near 40 ML. At $\lambda_{\max}$, $kl\approx0.5$, which is not very small. These wavelengths and times are therefore scales of the continuum model, not precise predictions.

A direct check of the link from current to mounds uses a stepped undulation 1200 sites long with an amplitude of 6 ML. Following where deposited atoms stop gives an initial growth rate of $3.64\times10^{-4}$ s$^{-1}$; $\alpha k^2$ gives $3.65\times10^{-4}$ s$^{-1}$. Without the barrier the magnitude of the rate is below $10^{-7}$ s$^{-1}$. The smoothing term was left out of this comparison.

## When the barrier is too weak

A barrier need not win. Suppose that every atom landing on a descending edge site slides down at once, a process called downward funnelling. On a terrace with one edge of each kind, the landing site $x=l$ formerly contributed $(l-1)\ell/(l+\ell)$ uphill. It now contributes $-1$. Tops still cancel by reflection, and valley floors have no descending edge. The new sum is

$$
S_f=S-\frac{(l-1)\ell}{l+\ell}-1 .
$$

The current is uphill if $S_f>0$. Multiplication by $2(l+\ell)$ gives

$$
\ell\,l(l-1)-2\ell(l-1)-2(l+\ell)>0 .
$$

The coefficient of $\ell$ is $(l-1)(l-2)-2=l(l-3)$. For $l>3$ the condition is therefore

$$
\ell>\frac{2}{l-3}.
$$

Since $p=1/(1+\ell)$, this is the same as

$$
p<\frac{l-3}{l-1},\qquad E>kT\ln\frac{l-1}{l-3}.
$$

For $l=20$ at 300 K the threshold is 2.9 meV. The assumed barrier of 100 meV is far above it, and funnelling merely reduces $S$ from 133 to 119 sites$^2$. With $K$ unchanged, $\lambda_{\max}$ rises to about 258 sites and the deposit per factor $e$ to about 28 ML. Without a barrier $S_f=-1$: the current runs downhill and flattens the surface. The threshold belongs to this form of funnelling; other downhill processes have their own.

## Why a miscut surface behaves differently

On a vicinal surface in step flow, all steps go the same way and no islands form. The slope now fixes the terrace width, $l=1/m$. Substitution into $J=FmS(l)$ gives

$$
J=Fm\,\frac{\ell\,(1/m)(1/m-1)}{2(1/m+\ell)}
=\frac{F\ell(1-m)}{2(1+\ell m)} .
$$

The current is still uphill, but

$$
\frac{dJ}{dm}=-\frac{F\ell(1+\ell)}{2(1+\ell m)^2}<0 .
$$

In the example $J$ falls from 0.67 to 0.37 and 0.18 ML site/s as the slope rises from 0.05 to 0.1 and 0.2 ML/site.

Stability depends on this derivative, not on the sign of $J$. For a small change $\delta m$ about the mean slope, the current changes by $(dJ/dm)\,\delta m$, and this derivative takes the place of $\alpha$ in the growth rate. A negative value damps the undulation. The same barrier that destabilizes the singular surface thus stabilizes a step train against bunching along its slope. The one-dimensional argument does not address bending of the steps.

## What growth with self-made islands shows

The terraces above had prescribed widths. In a separate simulation on 300 sites, atoms freeze after at most 100 hops and so create their own islands. It has no funnelling and no added smoothing.

The tilted surfaces, with a slope of 0.05 ML/site, start as regular trains of 20-site terraces, on which islands then form. The mean uphill shift during the first 2 ML is $0.530\pm0.024$ sites per atom with the barrier and $-0.011\pm0.032$ without it. The errors are standard errors from 40 surfaces. The tilt, the deposition and the hop limit are the same in both sets, so the difference comes from the barrier. The value of $\alpha$ is not tested: the start is a step train, not a singular surface, and with the barrier it roughens quickly. The mean absolute height change is already 0.50 ML per site after 2 ML, ten times the step density of the worked example.

Over a full 60 ML run on one surface, the mean shift with the barrier is merely 0.034 sites per atom, far below the early value. The run without the barrier gives $0.010\pm0.032$, consistent with its exact mean of zero. Averaged over 40 surfaces, the shift with the barrier is $0.051\pm0.005$: strongly reduced, but still uphill. The height change per site with the barrier reaches 2.4 ML. The small-slope law has ceased to apply. A plausible reason, not isolated by the simulation, is that steep flanks have narrow terraces, on which atoms move a short way, as in the step-flow limit.

From a flat start, the root-mean-square roughness after 60 ML is 6.4 ML with the barrier and 1.6 ML without it. These are single surfaces, and both values scatter by several tenths of a monolayer from run to run. Atoms that stuck where they landed would give independent Poisson columns and a roughness of $\sqrt{60}\approx7.7$ ML. The barrier run comes close to this, so roughness alone does not identify mounds. A lateral length, which was not measured here, is needed as well.

## What to do about it

**Identify the mechanism first.** Grow a thickness series and record both the roughness and the lateral spacing of the features. Once the fastest mode stands out from the deposition noise, and while the slopes are still small, the amplitude should rise roughly exponentially at a nearly fixed spacing. This window can be short; in the example it spans less than one factor $e$. Such growth signals an uphill current, not its origin: on real two-dimensional surfaces, diffusion along step edges past kinks and corners can produce one as well. On a singular surface, an undulation that heals points to a downhill current or to strong smoothing; on a miscut surface in step flow, an uphill current can heal it too.

**Make descent easier.** A smaller effective edge barrier lowers $\ell$ and hence $\alpha$ at fixed terrace width. Since $\sigma_{\max}\propto\alpha^2$ at fixed $K$, halving $\alpha$ makes the fastest mode four times slower.

**Do not rely on heating alone.** A higher temperature raises $p$, which helps. If it also widens the terraces, that works in the opposite direction at fixed $K$: for $\ell\gg l$, $\alpha$ grows nearly as $Fl^2/2$. Smoothing may change too, and it can reverse this: if $K$ grew as $l^4$, widening the terraces of the example from 20 to 40 sites would lower $\sigma_{\max}$ from 0.0044 to 0.0028 s$^{-1}$. The outcome depends on all three, and a temperature series is safer than a rule.

**Use a miscut where the device allows it.** Choose terraces narrow enough for atoms to reach the steps before islands nucleate. Growth then proceeds by step flow, where $dJ/dm<0$. On a real two-dimensional surface the same barrier tends to make the steps meander, so check for step bending separately.

**Set a thickness budget.** In the linear stage, the deposit that raises the amplitude from $A_0$ to $A_1$ is

$$
\theta=\frac{F}{\sigma_{\max}}\ln\frac{A_1}{A_0}.
$$

By this formula, a smoother starting surface gains thickness only logarithmically, whereas halving $\sigma_{\max}$ at fixed $F$ doubles the allowed thickness. The formula leaves out the random arrival of atoms, which starts undulations even on a perfectly flat surface. Once $A_0$ is well below the level of this noise, a still smoother start gains practically nothing.

If the budget is too small, a pause without deposition can reduce the amplitude, provided that smoothing continues. In this model, smoothing alone damps the fastest mode at the rate $Kk^4=\alpha^2/(4K)=\sigma_{\max}$, so for this mode the pause must last as long as the growth it is to undo. Longer modes are not undone by such a pause. Their net rate per growth time, $\alpha k^2-2Kk^4$, is positive for wavelengths above $\lambda_{\max}$ and reaches $\sigma_{\max}/2$ at $\sqrt2\,\lambda_{\max}$.

The numerical output below lists most of the values behind these estimates.

## Table of computed values

```
edge barrier E = 0.10 eV
temperature T = 300 K; kT = 0.02585 eV
terrace width l = 20 sites
deposition rate F = 0.1 ML/s
smoothing coefficient K = 10000 sites^4/s
edge hop probability p = 0.02090
barrier length ell = 46.85 sites
downward capture fraction, barrier = 0.1421
downward capture fraction, no barrier = 0.4750
summed uphill displacement S = 133.16 sites^2
alpha = 13.316 sites^2/s
islanded: m = 0.0000 ML/site, J = 0.0000 ML site/s
islanded: m = 0.0025 ML/site, J = 0.0333 ML site/s
islanded: m = 0.0050 ML/site, J = 0.0666 ML site/s
islanded: m = 0.0100 ML/site, J = 0.1332 ML site/s
islanded: m = 0.0250 ML/site, J = 0.3329 ML site/s
islanded: m = 0.0500 ML/site, J = 0.6658 ML site/s
step flow: m = 0.050 ML/site, J = 0.6658 ML site/s
step flow: m = 0.100 ML/site, J = 0.3709 ML site/s
step flow: m = 0.200 ML/site, J = 0.1807 ML site/s
step flow: m = 0.500 ML/site, J = 0.0480 ML site/s
random widths 10-30: S from walks = 139.5 sites^2
  standard error = 2.6 sites^2
  average of formula = 139.7 sites^2
S with funnelling, barrier = 118.84 sites^2
S with funnelling, no barrier = -1.00 sites^2
threshold p with funnelling = 0.8947
threshold barrier = 2.88 meV
test mound: length 1200 sites, amplitude 6 ML
  rate from walks, barrier = 3.6424e-04 1/s
  rate alpha k^2 = 3.6507e-04 1/s
  rate from walks, no barrier = -5.77e-08 1/s
critical wavelength = 172.2 sites
fastest wavelength = 243.5 sites
fastest growth rate = 0.00443 1/s
e-folding time = 225.6 s
deposit per e-folding = 22.6 ML
simulation: 300 sites, at most 100 hops per atom
  flat, 60 ML: roughness with barrier = 6.38 ML
  flat, 60 ML: roughness without = 1.62 ML
  tilted start, slope = 0.050 ML/site
  first 2 ML, 40 surfaces, uphill shift per atom:
    barrier = 0.530 +- 0.024 sites
    no barrier = -0.011 +- 0.032 sites
  whole 60 ML, one surface, uphill shift per atom:
    barrier = 0.034 sites
    no barrier = 0.010 +- 0.032 sites
  mean absolute height change per site, barrier:
    after 2 ML = 0.502 ML
    after 60 ML = 2.357 ML
```
